\section*{Counting SCF iterations for six digits: linear and Krylov mixing}

\section{The result}

A self-consistent-field (SCF) calculation seeks a density that reproduces itself. Let $\kappa>1$ be the ratio of the largest to the smallest eigenvalue of the linearized problem, and let $G=10^6$ be the factor by which the residual is to shrink. Close to the solution, the number of iterations needed in the worst case is
\begin{align}
N_{\rm lin}&=\frac{\ln G}{2\,{\rm artanh}(1/\kappa)}
=\frac{\kappa}{2}\ln G\left[1-\frac{1}{3\kappa^2}+O(\kappa^{-4})\right],
\label{lin}\\
N_{\rm Kry}&=\frac{{\rm arcosh}\,G}{2\,{\rm artanh}(1/\sqrt\kappa)}
\simeq\frac{\sqrt\kappa}{2}\ln(2G)\left[1-\frac{1}{3\kappa}+O(\kappa^{-2})\right],
\label{kry}
\end{align}
each rounded up to a whole number. They hold for a linearized problem that is symmetric and positive, with the residual measured in the norm in which it is symmetric, here the interaction-weighted norm defined below. The first holds for linear mixing with the best fixed step, the second for Krylov mixing, which uses all earlier residuals. The sign $\simeq$ in (\ref{kry}) hides a relative error of order $G^{-2}$.

The short estimate $(\sqrt\kappa/2)\ln G$ for Krylov mixing has the right dependence on $\kappa$, but it lacks the 2 inside the logarithm. For large $\kappa$ it is about 5\% below the worst-case count, so it is an estimate and not a guarantee. With $\ln G=13.8155$ and $\ln 2G=14.5087$ the numbers are as follows.

\begin{center}
\begin{tabular}{rrrrrr}
\hline
 & \multicolumn{2}{c}{linear} & \multicolumn{3}{c}{Krylov}\\
$\kappa$ & $\frac{\kappa}{2}\ln G$ & count & $\frac{\sqrt\kappa}{2}\ln G$ & $\frac{\sqrt\kappa}{2}\ln 2G$ & count\\
\hline
10 & 69.1 & 69 & 21.8 & 22.9 & 23\\
100 & 690.8 & 691 & 69.1 & 72.5 & 73\\
1000 & 6907.8 & 6908 & 218.4 & 229.4 & 230\\
\hline
\end{tabular}
\end{center}

The columns headed ``count'' were found by iterating worst-case model problems. For Krylov mixing the size of the model problem was itself chosen with the help of (\ref{kry}), as explained below.

\section{The linearized problem}

Let $F$ be the map from an input density to the output density of one SCF cycle, written in some set of variables $x$. The solution obeys $F(x_*)=x_*$. Define the error $e=x-x_*$ and the residual $f=F(x)-x$. To first order in $e$,
\begin{equation}
f=x_*+F'(x_*)e-(x_*+e)=-Je,\qquad J=1-F'(x_*).
\label{res}
\end{equation}
Everything below rests on this first-order form. It says nothing about the early cycles of a calculation started far from $x_*$.

The analysis also needs $J$ to be symmetric with positive eigenvalues. This can be shown for a mean-field model in which electrons at temperature $T>0$ respond to the potential $v=v_{\rm ext}+K\rho$. Here $\rho$ is the density on a finite set of points and $K$ is a symmetric interaction matrix. The electron number is fixed, so density changes have zero sum, and $K$ is assumed positive on such changes. All matrices below, including $K^{1/2}$, are restricted to this zero-sum subspace. Nothing is lost, because a constant shift of $v$ leaves the density unchanged at fixed electron number.

Let $\chi_0$ be the response of the output density to the potential, $\delta\rho_{\rm out}=\chi_0\,\delta v$. Its symmetry and sign follow from the free energy of the independent electrons,
\begin{equation}
A[v]=\min_\gamma\left\{{\rm tr}\,[\gamma(h+v)]-TS[\gamma]\right\},
\end{equation}
where $h$ is the rest of the one-electron Hamiltonian, $S$ is the entropy, and $\gamma$ runs over one-particle density matrices with the given electron number. At the minimum, a small change of $\gamma$ has no first-order effect, so $\partial A/\partial v_i=\rho_i$. Hence $\chi_0$ is the matrix of second derivatives of $A$ and is symmetric. For each fixed $\gamma$ the expression in braces is linear in $v$, apart from a constant. A minimum of such functions is concave, so $\chi_0$ has no positive eigenvalue.

Since $\delta v=K\delta\rho$, one cycle gives $\delta\rho_{\rm out}=\chi_0K\,\delta\rho$. In the variable $x=K^{1/2}\rho$ this becomes
\begin{equation}
\delta x_{\rm out}=K^{1/2}\chi_0K^{1/2}\,\delta x,
\qquad J=1-K^{1/2}\chi_0K^{1/2}.
\label{J}
\end{equation}
This $J$ is symmetric, and its eigenvalues are at least 1. The corresponding norm is $\|\delta x\|^2=\delta\rho^{\rm T}K\,\delta\rho$, twice the interaction energy of the density change. All norms below are of this kind. The plain norm $\|\delta\rho\|$ lies between $\|\delta x\|/\sqrt{k_{\max}}$ and $\|\delta x\|/\sqrt{k_{\min}}$, where $k_{\max}$ and $k_{\min}$ are the extreme eigenvalues of $K$. If the residual is measured or minimized in the plain norm, the guarantees below hold only with $G$ replaced by $G\sqrt{k_{\max}/k_{\min}}$, and the counts (\ref{lin}) and (\ref{kry}) can be exceeded.

An eigenvalue $\lambda$ of $J$ measures screening. By (\ref{res}), an error $e$ in that mode produces an output error $e+f=(1-\lambda)e$. If $\lambda=20$, the output overshoots in the opposite direction by a factor 19. This is charge sloshing. An exchange--correlation kernel added to $K$ can spoil its positivity, and the argument above then no longer ensures positive eigenvalues.

From here on, the spectrum of $J$ lies in $[a,b]$ with $0<a\le b$, and $\kappa=b/a$.

\section{Linear mixing}

Linear mixing moves the density by a fixed fraction $\alpha$ of the residual, $x_{n+1}=x_n+\alpha f_n$. Subtracting $x_*$ and using (\ref{res}) gives $e_{n+1}=(1-\alpha J)e_n$. Multiplying by $-J$, which commutes with $1-\alpha J$, gives
\begin{equation}
f_{n+1}=(1-\alpha J)f_n .
\end{equation}
Each mode is multiplied by $1-\alpha\lambda$ per step. The worst factor is
\begin{equation}
M(\alpha)=\max_{a\le\lambda\le b}|1-\alpha\lambda|
=\max\left(|1-\alpha a|,\,|1-\alpha b|\right),
\end{equation}
because the absolute value of a linear function is largest at an end of an interval.

To find the smallest possible $M$, note that $1-\alpha a\le M$ and $\alpha b-1\le M$. Multiply the first inequality by $b$, the second by $a$, and add. The terms in $\alpha$ cancel:
\begin{equation}
b-a\le(a+b)M
\quad\Longrightarrow\quad
M\ge r=\frac{b-a}{b+a}=\frac{\kappa-1}{\kappa+1}.
\end{equation}
Equality requires both inequalities to be equalities, which happens for
\begin{equation}
\alpha_{\rm opt}=\frac{2}{a+b}.
\label{opt}
\end{equation}
The softest mode is then multiplied by $+r$ and the stiffest by $-r$.

With this step $\|f_n\|\le r^n\|f_0\|$, and a start in the softest mode alone attains the bound. The worst-case requirement is therefore $r^n\le1/G$, or $n\ge\ln G/(-\ln r)$ for $\kappa>1$. Dividing numerator and denominator of $r$ by $\kappa$,
\begin{equation}
-\ln r=\ln\frac{1+1/\kappa}{1-1/\kappa}=2\,{\rm artanh}\frac1\kappa ,
\end{equation}
which is the closed form in (\ref{lin}). For the expansion put $y=1/\kappa$. From ${\rm artanh}\,y=y+y^3/3+O(y^5)$,
\begin{equation}
\frac{1}{2\,{\rm artanh}\,y}
=\frac{1}{2y}\,\frac{1}{1+y^2/3+O(y^4)}
=\frac{1}{2y}\left[1-\frac{y^2}{3}+O(y^4)\right].
\label{exp}
\end{equation}
The relative correction is $-1/(3\kappa^2)$. At $\kappa=10$ it turns $69.08$ into $69.08\,(1-1/300)=68.85$, which agrees with the closed form to the digits shown. There is no correction of relative order $1/\kappa$, so the leading estimate is already good at moderate $\kappa$.

It fails as $\kappa\to1$, where it tends to $\frac12\ln G\approx6.9$. In that limit ${\rm artanh}(1/\kappa)$ diverges and the closed form tends to zero. At $\kappa=1$ all modes share one eigenvalue, $r=0$, and a single step solves the linear problem.

\subsection*{The price of a safe step}

The iteration converges from every start in the linear regime if $|1-\alpha\lambda|<1$ for all modes, that is, if $0<\alpha<2/b$. The best step lies close to this upper limit:
\begin{equation}
\frac{\alpha_{\rm opt}}{2/b}=\frac{b}{a+b}=\frac{\kappa}{\kappa+1}.
\end{equation}
This ratio is 0.909 for $\kappa=10$ and 0.999 for $\kappa=1000$. If $b$ is replaced by an estimate $b'$ in (\ref{opt}), the step exceeds $2/b$ when $b'<b-a$. An underestimate by more than the fraction $1/\kappa$ therefore leads to divergence: 10\% for $\kappa=10$, but only 0.1\% for $\kappa=1000$.

Half the limit, $\alpha=1/b$, leaves a wide margin. The factors $1-\lambda/b$ then lie between 0 and $1-1/\kappa$. Since $-\ln(1-y)=y+y^2/2+O(y^3)$, the count becomes
\begin{equation}
N_{\rm safe}=\frac{\ln G}{-\ln(1-1/\kappa)}
=\kappa\ln G\left[1-\frac{1}{2\kappa}+O(\kappa^{-2})\right],
\end{equation}
about twice $N_{\rm lin}$. Iteration gives 132, 1375 and 13809 steps for the three values of $\kappa$, against 69, 691 and 6908 with the best step.

\section{Krylov mixing}

Linear mixing uses only the latest residual. A Krylov method combines all the information gathered so far. After $n$ steps its correction $x_n-x_0$ lies in the space
\begin{equation}
\mathcal K_n={\rm span}\{f_0,Jf_0,\dots,J^{n-1}f_0\},
\end{equation}
and it is chosen to make $\|f_n\|$ as small as possible. A correction $q(J)f_0$, with $q$ a polynomial of degree at most $n-1$, changes the residual by $-Jq(J)f_0$. Hence
\begin{equation}
f_n=p_n(J)f_0,\qquad p_n(\lambda)=1-\lambda q(\lambda),\qquad p_n(0)=1 .
\end{equation}
Every polynomial of degree at most $n$ with value 1 at the origin can be reached. Because the method picks the best one, any trial polynomial $p$ of this class gives an upper bound,
\begin{equation}
\|f_n\|\le\|p(J)f_0\|\le\max_{a\le\lambda\le b}|p(\lambda)|\,\|f_0\| .
\end{equation}

The trial polynomial should be small on $[a,b]$ although it equals 1 at the origin. The Chebyshev polynomials $T_n$, defined by $T_n(\cos\theta)=\cos n\theta$, serve this purpose. They satisfy $|T_n|\le1$ on $[-1,1]$ and grow fast outside, where $T_n(\cosh u)=\cosh nu$. For $\kappa>1$, map $[a,b]$ onto $[-1,1]$ and normalize at the origin:
\begin{equation}
p(\lambda)=\frac{T_n(s(\lambda))}{T_n(\sigma)},\qquad
s(\lambda)=\frac{a+b-2\lambda}{b-a},\qquad
\sigma=s(0)=\frac{\kappa+1}{\kappa-1}.
\label{cheb}
\end{equation}
Write $\sigma=\cosh u$ with $u>0$. The half-angle formula gives
\begin{equation}
\tanh^2\frac u2=\frac{\sigma-1}{\sigma+1}
=\frac{2/(\kappa-1)}{2\kappa/(\kappa-1)}=\frac1\kappa,
\qquad u=2\,{\rm artanh}\frac{1}{\sqrt\kappa}.
\end{equation}
This is where the square root enters. The bound is
\begin{equation}
\frac{\|f_n\|}{\|f_0\|}\le\frac{1}{\cosh nu}
=\frac{2e^{-nu}}{1+e^{-2nu}} ,
\label{bound}
\end{equation}
and it reaches $1/G$ when $nu={\rm arcosh}\,G$. This is the closed form in (\ref{kry}).

\subsection*{Two corrections}

The first correction comes from the prefactor 2 in (\ref{bound}). Explicitly,
\begin{equation}
{\rm arcosh}\,G=\ln\left(G+\sqrt{G^2-1}\right)=\ln 2G-\frac{1}{4G^2}+O(G^{-4}),
\end{equation}
and the term $1/(4G^2)$ is negligible for $G=10^6$. The factor 2 adds $\ln2/u$ steps, which is $(\sqrt\kappa/2)\ln2$ to leading order in $\kappa$. It is a fixed overhead: asking for more digits increases $\ln G$ but leaves this term unchanged.

The second correction comes from the rate. Equation (\ref{exp}) with $y=1/\sqrt\kappa$ gives
\begin{equation}
\frac1u=\frac{\sqrt\kappa}{2}\left[1-\frac{1}{3\kappa}+O(\kappa^{-2})\right].
\end{equation}
At $\kappa=10$ the leading value $22.94$ becomes $22.94\,(1-1/30)=22.18$, while the closed form gives 22.15.

The two corrections have opposite signs. To this order the short estimate compares with the closed form as
\begin{equation}
\frac{(\sqrt\kappa/2)\ln G}{N_{\rm Kry}}
\simeq\frac{\ln G}{\ln 2G}\left(1+\frac{1}{3\kappa}\right)
=0.952\left(1+\frac{1}{3\kappa}\right).
\end{equation}
The actual ratios are 0.986, 0.955 and 0.953 for $\kappa=10$, 100 and 1000. The partial cancellation makes the short estimate look best at the smallest of these three values. Below $\kappa\approx7.3$ the rate correction wins and the short estimate lies above the closed form, by 19\% at $\kappa=2$.

\section{Why the Krylov bound cannot be lowered}

An upper bound might be far too cautious. Here it is not, because for each $m\ge1$ there is a problem that attains it at step $m$. Choose $m+1$ eigenvalues $\lambda_i$ with $s(\lambda_i)=\cos(i\pi/m)$, $i=0,\dots,m$. At these points the polynomial (\ref{cheb}) of degree $m$ has the values $p(\lambda_i)=(-1)^i/T_m(\sigma)$, all of equal size. Let the squared components of $f_0$ be
\begin{equation}
w_i^2\propto\frac{\delta_i}{\lambda_i},\qquad
\delta_0=\delta_m=\tfrac12,\quad \delta_i=1\ \hbox{otherwise}.
\end{equation}

The residual $p(J)f_0$ is the smallest possible if it is orthogonal to every available change $Jq(J)f_0$, with $q$ of degree at most $m-1$. The scalar product is
\begin{equation}
\sum_i w_i^2\,p(\lambda_i)\,\lambda_i\,q(\lambda_i)
\propto\sum_{i=0}^m\delta_i(-1)^iq(\lambda_i),
\end{equation}
since the factor $\lambda_i$ cancels. As a polynomial in $\cos\theta$, $q$ is a sum of terms $\cos k\theta$ with $0\le k\le m-1$. For each of them, the symmetry $i\to2m-i$ turns the weighted sum into half a sum over a full period:
\begin{equation}
\sum_{i=0}^m\delta_i(-1)^i\cos\frac{ki\pi}{m}
=\frac12\,{\rm Re}\sum_{i=0}^{2m-1}z^i=0,
\qquad z=e^{{\rm i}\pi(m+k)/m}.
\end{equation}
The geometric sum vanishes because $z^{2m}=1$ while $z\ne1$. The Chebyshev polynomial is thus the best choice for this start, and the residual ratio at step $m$ equals $1/T_m(\sigma)=1/\cosh mu$.

Now take $m$ as the largest integer below $N_{\rm Kry}$. The ratio at step $m$ still exceeds $1/G$, so $m$ steps do not suffice for this problem, whereas $m+1$ steps suffice for all. The worst-case count is $N_{\rm Kry}$ rounded up. The numerical check takes this $m$ from (\ref{kry}), builds the problems, and confirms that the ratio at step $m$ equals $1/\cosh mu$ to a relative accuracy of $10^{-4}$. This ratio is still above $1/G$. With only $m+1$ eigenvalues the next step is exact, so the counts are $m+1=23$, 73 and 230.

The target here is the residual. For linear mixing the error obeys the same recursion and the same bound. For Krylov mixing, (\ref{res}) gives $\|e_n\|\le\|f_n\|/a$ and $\|e_0\|\ge\|f_0\|/b$, so the guaranteed reduction of the error is weaker by up to a factor $\kappa$.

\section{Anderson mixing as a Krylov method}

Anderson mixing with full history stores all pairs $(x_j,f_j)$. It finds coefficients $c_j$ with $\sum_jc_j=1$ that minimize the norm of $\bar f_k=\sum_{j\le k}c_jf_j$, and then sets
\begin{equation}
x_{k+1}=\bar x_k+\beta\bar f_k,\qquad \bar x_k=\sum_{j\le k}c_jx_j ,
\end{equation}
with $\beta\ne0$. In the linear problem $\bar f_k$ is the residual at $\bar x_k$, because the coefficients sum to one.

Suppose that the differences $x_j-x_0$ with $j\le k$ span $\mathcal K_k$. Then $\bar f_k$ is the Krylov residual $p_k(J)f_0$. If $p_k$ has degree $k$, the new point adds the missing direction $J^kf_0$, and the differences span $\mathcal K_{k+1}$. A lower degree would mean that step $k$ brought no improvement over step $k-1$. For positive $J$ this cannot happen before convergence: the direction $\bar f_{k-1}$ is available at step $k$, it changes the residual along $J\bar f_{k-1}$, and $\bar f_{k-1}^{\rm T}J\bar f_{k-1}>0$ means that a small move reduces the norm. By induction the optimized residuals are those of the Krylov method. In the test at $\kappa=10$ the two sequences agree to a relative difference of about $10^{-11}$.

The next actual iterate has residual $(1-\beta J)\bar f_k$, which is no larger than $\bar f_k$ when $0<\beta<2/b$. Counting actual iterates may therefore cost one step more than (\ref{kry}). The derivation uses the full history, so it gives no such guarantee when old pairs are discarded.

\section{A nonlinear example}

Consider a tight-binding ring of 48 sites with hopping $t$, 38 electrons of two spins, and thermal energy $0.2\,t$. The external potential at site $j$ is
\begin{equation}
v_j=0.5\,t\cos(5\phi_j)+0.3\,t\sin(2\phi_j),\qquad \phi_j=2\pi j/48 .
\end{equation}
The interaction is a discrete Poisson one, $K_q=t/(2-2\cos q)$ for wave number $q\neq0$. A neutralizing background removes $q=0$. Long waves interact most strongly, which favours charge sloshing.

Finite differences of the SCF map at the solution give a $J$ that is symmetric to within numerical error, with extreme eigenvalues $a=1.141$ and $b=21.557$. Hence
\begin{align}
\kappa&=\frac{21.557}{1.141}=18.9,\qquad
\alpha_{\rm opt}=\frac{2}{1.141+21.557}=0.0881,\\
N_{\rm lin}&\approx\frac{18.893}{2}\times13.8155=130.5,
\end{align}
and the closed form gives 130.4, that is, 131 steps. The full nonlinear iteration, started near the solution with its residual shared equally between the softest and the stiffest mode, takes 131 steps. With equal residuals in all modes it takes 124. From this second start, a step 5\% above the stability limit makes the residual grow 18-fold in 50 cycles.

For Krylov mixing the closed form gives 30.97, so the bound is 31 steps, or 32 actual Anderson iterates. Anderson mixing, from the start with equal residuals in all modes, needs 14. The bound holds but is far from the value. It uses only $\kappa$ and must cover every spectrum with that $\kappa$. The spectrum of the ring is clustered: the largest eigenvalues are 21.56, 21.32, 6.16 (twice) and 3.33 (twice), and 39 of the 47 lie below 2. For these eigenvalues the linearized Krylov method needs at most 12 steps from any start, that is, at most 13 Anderson iterates. The one further step in the nonlinear run lies outside the linear, exact-arithmetic analysis.

The same caution applies to the table. For 400 eigenvalues spaced evenly in $\ln\lambda$, with equal residual components, linear mixing needs 60, 582 and 5753 steps and Krylov mixing 22, 68 and 161. The condition number fixes the worst case; the distribution of eigenvalues and the start decide how much of it is met.

\section*{Table of computed values}
\begin{verbatim}
ln(1e6) [1]: 13.8155
ln(2e6) [1]: 14.5087
kappa [1]: 10 100 1000
best step times smallest eigenvalue [1]: 0.181818 0.019802 0.001998
best step / stability limit [1]: 0.9091 0.9901 0.9990
linear residual factor per step [1]: 0.818182 0.980198 0.998002
linear simple estimate [steps]: 69.1 690.8 6907.8
linear exact formula [steps]: 68.85 690.75 6907.75
linear worst-case iterated [steps]: 69 691 6908
linear at half stability limit [steps]: 132 1375 13809
Krylov simple estimate [steps]: 21.8 69.1 218.4
Krylov estimate with ln(2e6) [steps]: 22.9 72.5 229.4
Krylov exact bound formula [steps]: 22.15 72.30 229.33
Krylov worst-case iterated [steps]: 23 73 230
simple / exact Krylov [1]: 0.9860 0.9554 0.9525
worst-case count ratio [1]: 3.00 9.47 30.03
linear log-spaced spectrum [steps]: 60 582 5753
Krylov log-spaced spectrum [steps]: 22 68 161
Anderson-Krylov max relative gap [1]: 7.8e-12
ring sites [1]: 48
ring electrons [1]: 38
ring thermal energy [t]: 0.20
ring interaction strength [t]: 1.00
ring external amplitudes [t]: 5th harmonic 0.50, 2nd 0.30
ring Jacobian asymmetry [1]: 6.2e-10
ring smallest eigenvalue [1]: 1.1410
ring largest eigenvalue [1]: 21.5566
ring kappa [1]: 18.893
ring best step [1]: 0.08812
ring linear simple estimate [steps]: 130.5
ring linear exact formula [steps]: 130.39
ring linear, two end modes [steps]: 131
ring linear, all modes [steps]: 124
ring Krylov simple estimate [steps]: 30.0
ring Krylov bound formula [steps]: 30.97
ring Anderson, all modes [steps]: 14
ring unstable step / limit [1]: 1.05
ring residual growth in 50 unstable steps [1]: 18.16
\end{verbatim}
